\section*{Reflection from a Low-Density Slab Model of a Copper Grain Boundary}

\section*{Problem}

A grain boundary in copper contains slightly less matter per volume than the grains. Model the copper as a free-electron gas with Fermi energy $E_F=7.0$ eV, measured from the bottom of the band, and the boundary as a flat slab of width $d=0.5$ nm in which the ion density is $f=0.95$ times the bulk value. The ions are smeared into a uniform background.

\begin{enumerate}
\item How high is the potential barrier that the slab presents to the electrons?
\item What fraction of the electrons arriving at normal incidence with energy $E_F$ is reflected? Does it stay below 0.1 percent for every slab width?
\item How do oblique incidence, soft barrier edges and a difference between the two grains change the picture?
\end{enumerate}

\section*{Solution}

\subsection*{1. The barrier}

In a large box there is one plane-wave state per volume $(2\pi)^3$ of wave-vector space, per unit volume of metal and per spin. Filling a sphere of radius $k_F$ with two spins gives
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad E_F=\frac{\hbar^2k_F^2}{2m}\propto n^{2/3}.
\end{equation}
Since $n\propto E_F^{3/2}$, the density of states at the Fermi energy is $D=dn/dE_F=3n/(2E_F)$. For $E_F=7.0$ eV these relations give $k_F=13.555$ nm$^{-1}$ and $n=84.1$ nm$^{-3}$.

Two assumptions fix the barrier. The slab is locally neutral, so its electron density is $fn$. The Fermi level is the same everywhere, because otherwise electrons would flow. At density $fn$ the fastest electrons have kinetic energy $E_Ff^{2/3}$. If the band bottom in the slab is raised by $V$, the common Fermi level requires
\begin{equation}
V+E_Ff^{2/3}=E_F
\quad\Longrightarrow\quad
V=E_F\left(1-f^{2/3}\right).
\end{equation}
The sign is positive: fewer electrons need less kinetic energy, so the band bottom must rise. With $f=1-\delta$ the expansion is
\begin{equation}
V=E_F\left(\tfrac23\delta+\tfrac19\delta^2+\dots\right),
\qquad V_1=\tfrac23\delta E_F=\frac{\delta n}{D}.
\end{equation}
For $\delta=0.05$ the first-order value is $V_1=0.233$ eV. The full expression gives $V=7.0\times0.03362=0.235$ eV, which is used below for the sharp slab.

Local neutrality needs a slab much wider than the screening length, which is found below to be 0.055 nm. At $d=0.5$ nm it is only approximate: in the linear response of section 4, the electron deficit averaged over the slab is about 88 percent of the ion deficit, and the rest lies just outside. The barrier can also be tested by adding up the densities of all occupied scattering states for a sharp barrier of height $V$. In the middle of a 6 nm slab this sum gives 0.950 of the bulk density, as intended. Averaged over a 0.5 nm slab it gives 0.953, so on average the sharp barrier nearly reproduces the assumed density at this width.

\subsection*{2. Normal incidence}

Let the slab occupy $0<x<d$, and define
\begin{equation}
k^2=\frac{2mE}{\hbar^2},\qquad q^2=\frac{2m(E-V)}{\hbar^2}.
\end{equation}
To the left, $\psi=e^{ikx}+re^{-ikx}$. To the right there is only an outgoing wave, $\psi=te^{ik(x-d)}$. The solution inside that has the correct value $t$ and slope $ikt$ at $x=d$ is
\begin{equation}
\psi=t\left[\cos q(x-d)+\frac{ik}{q}\sin q(x-d)\right].
\end{equation}
Write $C=\cos qd$ and $S=\sin qd$. Continuity of $\psi$ and $\psi'$ at $x=0$ gives
\begin{align}
1+r&=t\left(C-\frac{ik}{q}S\right),\\
ik(1-r)&=t\left(qS+ikC\right)
\;\Longrightarrow\;
1-r=t\left(C-\frac{iq}{k}S\right).
\end{align}
Adding and subtracting these equations,
\begin{equation}
\frac1t=C-i\,\frac{k^2+q^2}{2kq}S,
\qquad
\frac rt=-i\,\frac{k^2-q^2}{2kq}S.
\end{equation}
Define $g=|r/t|^2$. Because $(k^2+q^2)^2=(k^2-q^2)^2+4k^2q^2$ and $C^2+S^2=1$, the first relation gives $1/|t|^2=1+g$. The reflection probability is therefore
\begin{equation}
R=|r|^2=\frac{g}{1+g},\qquad
g=\frac{(k^2-q^2)^2}{4k^2q^2}\sin^2qd
=\frac{V^2\sin^2qd}{4E(E-V)}.
\label{eq:R}
\end{equation}

At $E=E_F$ the wave number in the slab is $q=13.325$ nm$^{-1}$. For $d=0.5$ nm, $qd=6.66$ and $\sin^2qd=0.137$, so
\begin{equation}
R\simeq g=\frac{(0.2353)^2\times0.137}{4\times7.0\times6.765}
=4.0\times10^{-5},
\end{equation}
or 0.0040 percent. This small value owes something to the chosen width, since the waves reflected at the two faces partly cancel.

A statement for every width follows from the fact that $g/(1+g)$ increases with $g$. Its largest value has $\sin^2qd=1$, for which $1+g=(k^2+q^2)^2/(4k^2q^2)$. Hence
\begin{equation}
R\le R_{\max}=\left(\frac{k^2-q^2}{k^2+q^2}\right)^2
=\left(\frac{V}{2E_F-V}\right)^2
=\left(\frac{1-f^{2/3}}{1+f^{2/3}}\right)^2 .
\end{equation}
Numerically, $R_{\max}=(0.2353/13.765)^2=2.9\times10^{-4}$, or 0.029 percent. The answer to the second question is yes. The bound is reached when $qd$ is an odd multiple of $\pi/2$, for example at $d=5\pi/(2q)=0.589$ nm.

For a small dip $R_{\max}\simeq(\delta/3)^2$: the reflection is quadratic in the missing density. In the opposite direction, setting $R_{\max}=10^{-3}$ and $s=\sqrt{10^{-3}}$ gives
\begin{equation}
f^{2/3}=\frac{1-s}{1+s},\qquad
f=\left(\frac{1-0.03162}{1+0.03162}\right)^{3/2}=0.909 .
\end{equation}
The density would have to fall by about 9 percent before the bound reached 0.1 percent. A common effective mass in slab and grains does not alter $R_{\max}$, which depends on $f$ alone.

\subsection*{3. Oblique incidence}

The slab is uniform along its plane, so the parallel wave vector is conserved. Equation~(\ref{eq:R}) still holds if $k$ is replaced by $k_F\mu$, with $\mu=\cos\theta$ and $\theta$ measured from the normal, and $E$ by $E_F\mu^2$. The barrier height is unchanged. When $E_F\mu^2<V$, $q=i\eta$ is imaginary and $\sin(qd)/q$ becomes $\sinh(\eta d)/\eta$. The wave then decays inside the slab. This happens for $\theta>79.4^\circ$.

For an isotropic distribution the incident flux is proportional to $\mu$ times the solid angle, which gives
\begin{equation}
\langle R\rangle=
\frac{\int_0^1R(\mu)\,\mu\,d\mu}{\int_0^1\mu\,d\mu}
=2\int_0^1R(\mu)\,\mu\,d\mu .
\end{equation}
The share of the flux beyond the critical angle is $2\int_0^{\sqrt{V/E_F}}\mu\,d\mu=V/E_F=3.4$ percent. Numerical integration for $d=0.5$ nm gives $\langle R\rangle=2.8$ percent. This is below 3.4 percent because the grazing waves that tunnel through outweigh the steeper waves that are reflected. Tunnelling is appreciable near the critical angle. There $q\to0$ and $k^2=2mV/\hbar^2$, so $g=k^2d^2/4\simeq0.39$, and a fraction $1/(1+g)\simeq0.72$ passes. Towards $\mu\to0$ the transmission falls to zero.

The average is about 95 times $R_{\max}$. Normal incidence is thus a poor guide to the total reflected flux, even within this model.

\subsection*{4. Soft edges}

Electrons cannot follow a sudden step in the ion density, so the barrier edges are rounded. Let $U(x)$ be the electron potential energy, with $x$ now measured from the slab centre, and $U(Q)$ its Fourier transform. In linear response the electron density changes by $-DF\,U(Q)$, where $F$ is the static response relative to its value at $Q\to0$. With $\delta n_+$ the change in ion density, Poisson's equation reads
\begin{equation}
-Q^2U=\frac{e^2}{\varepsilon_0}\left(\delta n_++DFU\right),
\qquad
\delta n_+(Q)=-\delta n\,\frac{2\sin(Qd/2)}{Q},
\end{equation}
where $\delta n$ on the right is the product of $\delta$ and $n$. With $\kappa^2=e^2D/\varepsilon_0$ and $V_1=\delta n/D$, solving for $U$ gives
\begin{equation}
U(Q)=V_1\,\frac{\kappa^2}{Q^2+\kappa^2F}\,\frac{2\sin(Qd/2)}{Q}.
\end{equation}
Here $\kappa=18.06$ nm$^{-1}$, and $1/\kappa=0.055$ nm is the screening length.

For weak scattering, the outgoing Green function $e^{ik|x-x'|}/(2ik)$ of $\psi''+k^2\psi=(2m/\hbar^2)U\psi$ gives $|r|=m|U(2k)|/(\hbar^2k)$. Reflection therefore samples $Q=2k_F$. There $F$ follows from first-order perturbation theory. Each occupied state is mixed with states shifted by $\pm Q$, which contribute equally, and there are two spins. Summing over discs of area $\pi(k_F^2-k_x^2)$,
\begin{align}
DF&=\frac{4}{(2\pi)^3}\,\frac{2m}{\hbar^2}
\int_{-k_F}^{k_F}\frac{\pi(k_F^2-k_x^2)}{4k_F(k_F+k_x)}\,dk_x
\nonumber\\
&=\frac{1}{2\pi^2}\,\frac{2m}{\hbar^2}
\int_{-k_F}^{k_F}\frac{k_F-k_x}{4k_F}\,dk_x
=\frac{1}{2\pi^2}\,\frac{2m}{\hbar^2}\,\frac{k_F}{2}.
\end{align}
Since $D=3n/(2E_F)=(2m/\hbar^2)k_F/(2\pi^2)$, $F=1/2$. A sharp barrier of height $V_1$ has $|r|=V_1|\sin k_Fd|/(2E_F)$. Screening multiplies this amplitude by
\begin{equation}
\frac{\kappa^2}{4k_F^2+\kappa^2/2}=0.363 .
\end{equation}
To first order in the potential, the largest normal reflection becomes $(0.01667\times0.363)^2=3.7\times10^{-5}$, or 0.0037 percent. Higher orders raise it slightly, to about 0.0039 percent. The height at the slab centre remains 0.232 eV, so it is the rounded edges that reduce the reflection. Exchange and correlation are left out of this response. A local-density estimate of them raises the factor to about 0.45 and the largest normal reflection to about 0.006 percent, still well below the sharp-edge bound. The reduction applies to steep incidence. Grazing waves have normal wavelengths much longer than the screening length and hardly notice the rounding, so for $d=0.5$ nm the flux average falls only from 2.8 to about 2.6 percent.

\subsection*{5. Two unlike grains}

The grains are rotated relative to each other, so an electron may have different normal velocities $v_1$ and $v_2$ on the two sides. A simple model joins two media with different effective masses, keeping $\psi$ and $\psi'/m$ continuous. Then $1+r=t$ and $v_1(1-r)=v_2t$. Eliminating $t$,
\begin{equation}
r=\frac{v_1-v_2}{v_1+v_2},\qquad R=r^2.
\end{equation}
For a chosen ratio $v_2/v_1=0.8$, $R=(0.2/1.8)^2=1.2$ percent, without any density dip. This is 42 times $R_{\max}$.

\subsection*{6. The cases side by side}

\begin{center}
\begin{tabular}{lc}
\hline
Case, all at energy $E_F$ & Reflection (\%)\\
\hline
Normal, sharp slab, $d=0.5$ nm & 0.0040\\
Normal, sharp slab, upper bound & 0.029\\
Normal, soft edges, largest value, first order & 0.0037\\
Flux average, sharp slab, $d=0.5$ nm & 2.8\\
Flux average, sharp slab, $d=0.589$ nm & 3.1\\
Normal, velocity ratio 0.8, no slab & 1.2\\
\hline
\end{tabular}
\end{center}

Temperature matters little at normal incidence. At 400 K, $k_BT=0.034$ eV. With $V$ held fixed, an electron $4k_BT$ below $E_F$ has a bound larger by 4 percent of its value at $E_F$. At the fixed width $d=0.5$ nm its actual reflection is lower by about 29 percent, because $\sin^2qd$ changes with energy. Electrons above and below $E_F$ nearly compensate, and at this width the thermal average differs from the value at $E_F$ by less than 1 percent. Near a width where $\sin qd$ vanishes the relative change is larger, about 6 percent at $d=0.48$ nm, but the reflection itself is then very small.

\subsection*{7. Comparison with real copper}

The chosen density puts four electrons in a cube of edge 0.362 nm, close to copper's cubic cell of roughly 0.36 nm. The missing material amounts to a layer $\delta d=0.025$ nm thick, a plausible rough size for a disordered boundary. Reflection coefficients fitted to the resistivity of fine copper lines can reach some tens of percent, and they depend on the transport model used in the fit. The slab's average of about 3 percent is far smaller. The two are not strictly the same quantity: most of the slab's average comes from grazing electrons, and their weight in a resistivity depends on the transport model. If each direction conducts as an independent channel with one relaxation time, they carry little current and count for less. If scattering in the grains remixes the directions between boundaries, the flux average itself sets the boundary resistance. One assumption that fails in the real metal is that of identical, structureless grains. Real copper has a Fermi surface with necks along $[111]$, where the free-electron state assumed for normal incidence on a (111) plane is missing. The velocity example shows that an abrupt junction between unlike grains can move the normal-incidence figure from hundredths of a percent to about one percent. If the velocity changed smoothly over a few tenths of a nanometre, the reflection would be far smaller. Scattering by displaced ion cores is not estimated here. Within this model, a 5 percent density dip alone does not account for strong reflection. The numerical output lists the main values used.

\section*{Numbers as computed}
\begin{verbatim}
Input Fermi energy (rough copper value): 7.0 eV
Input slab density / bulk density: 0.95
Input slab width (rough): 0.50 nm
Input temperature: 400 K
hbar^2/(2m): 0.03810 eV nm^2
Fermi wave number: 13.555 1/nm
Fermi wavelength: 0.464 nm
Electron density: 84.11 1/nm^3
Edge of cube holding 4 electrons: 0.3623 nm
Density of states at EF: 18.023 1/(eV nm^3)
Missing thickness (1-f)*d: 0.0250 nm
Barrier, first order: 0.2333 eV
Barrier, full expression: 0.2353 eV
Barrier / Fermi energy: 0.03362
Wave number in slab: 13.325 1/nm
Phase q*d: 6.662 rad
sin^2(q*d): 0.1371
Normal reflection at input width: 0.00401 percent
Width of greatest reflection nearby: 0.5894 nm
Largest normal reflection, any width: 0.02923 percent
Density dip for 0.1 percent bound: 9.05 percent
Barrier at that dip: 0.4291 eV
Density ratio, middle of 6 nm slab: 0.95000
Mean density ratio, slab of input width: 0.95293
Critical angle from the normal: 79.44 degrees
Flux share beyond it, formula: 3.362 percent
Flux share beyond it, sampled: 3.358 percent
Flux-averaged reflection, input width: 2.786 percent
Same, width of greatest reflection: 3.145 percent
Average / largest normal reflection: 95.3
Thermal energy kT: 0.0345 eV
Rise of bound at EF-4kT: 4.13 percent
Screening wave number: 18.059 1/nm
Screening length: 0.0554 nm
Edge-softening amplitude factor: 0.3632
Largest reflection, soft edges: 0.00366 percent
Screened barrier at slab centre: 0.2319 eV
Chosen velocity ratio of grains: 0.80
Reflection from velocity mismatch: 1.235 percent
Mismatch / density-dip bound: 42.2
\end{verbatim}
